# Dipole Excitation and Kohn-Sham Kernel of the Two-Particle Moshinsky Model

## The problem

Two spin-1/2 particles of unit mass move on a line in a harmonic trap and interact through a harmonic force. With \(\hbar=1\),

\[
H=\sum_{i=1}^{2}\left(\frac{p_i^2}{2}+\frac{\omega^2x_i^2}{2}\right)+\frac{\lambda}{2}(x_1-x_2)^2 ,\qquad \lambda>-\frac{\omega^2}{2}.
\]

Positive \(\lambda\) means attraction and negative \(\lambda\) repulsion; the lower bound keeps the pair bound. The system starts in its ground state.

(a) Find the ground-state density \(n(x)\), normalized to 2.

(b) Find the exact Kohn-Sham (KS) potential and the KS dipole excitation.

(c) Find the true dipole excitation and its oscillator strength.

(d) Let \(\varphi_k\) be the real KS orbitals. Find the matrix element

\[
K=\iint \varphi_0(x)\varphi_1(x)\,f_{\rm Hxc}(x,x';\nu)\,\varphi_0(x')\varphi_1(x')\,dx\,dx'
\]

of the spin-summed Hartree-exchange-correlation kernel at driving frequency \(\nu\). Does it depend on \(\nu\)? Do other KS transitions take part in the dipole mode?

(e) Evaluate the results for \(\omega=0.5\) hartree and \(\lambda=-0.08\) hartree/bohr², in Hartree atomic units.

**Convention for (d).** A weak potential \(\delta v(x)\cos\nu t\), acting on both particles and switched on slowly, produces the density change \(\delta n(x)\cos\nu t\), with \(\delta n=\chi(\nu)[\delta v]\). The KS system gives the same \(\delta n=\chi_s(\nu)[\delta v_s]\) in the potential \(\delta v_s=\delta v+f_{\rm Hxc}[\delta n]\). Therefore

\[
f_{\rm Hxc}(\nu)=\chi_s^{-1}(\nu)-\chi^{-1}(\nu)
\]

at frequencies where the inverses exist. A spatially constant potential changes no density, so the inverses yield potentials up to a constant. This does not affect \(K\), because \(\int\varphi_0\varphi_1\,dx=0\).

## Hints

1. Rotate the coordinates to \(R=(x_1+x_2)/\sqrt2\) and \(r=(x_1-x_2)/\sqrt2\).
2. Both KS particles occupy one nodeless orbital. Its Schrödinger equation can be solved for the potential.
3. Write the dipole operator \(x_1+x_2\) in the rotated coordinates and ask which states it reaches.
4. For (d), do not look for the whole kernel. Find how each system responds to \(\delta v\propto x\), and compare the two density changes.

## Solution

### (a) Density

The rotation is orthogonal, so \(p_1^2+p_2^2=P^2+p^2\) and \(x_1^2+x_2^2=R^2+r^2\). Also \((x_1-x_2)^2=2r^2\). Hence

\[
H=\frac{P^2}{2}+\frac{\omega^2R^2}{2}+\frac{p^2}{2}+\frac{\Omega^2r^2}{2},\qquad \Omega=\sqrt{\omega^2+2\lambda}.
\]

The interaction changes the relative frequency and leaves the centre of mass alone. The ground state is

\[
\Psi_0=\left(\frac{\omega\Omega}{\pi^2}\right)^{1/4}e^{-\omega R^2/2-\Omega r^2/2}.
\]

It is even in \(r\), hence symmetric under exchange, so the spins form a singlet.

The density is \(n(x)=2\int\Psi_0^2(x,y)\,dy\). With \(S=\omega+\Omega\), the exponent of \(\Psi_0^2\) is

\[
-\frac{\omega}{2}(x+y)^2-\frac{\Omega}{2}(x-y)^2
=-\frac S2(x^2+y^2)-(\omega-\Omega)xy .
\]

Completing the square in \(y\) turns this into

\[
-\frac S2\left(y+\frac{\omega-\Omega}{S}x\right)^2-\frac{S^2-(\omega-\Omega)^2}{2S}\,x^2 .
\]

Since \(S^2-(\omega-\Omega)^2=4\omega\Omega\), the last coefficient is

\[
a=\frac{2\omega\Omega}{\omega+\Omega}.
\]

The \(y\) integral gives \(\sqrt{2\pi/S}\), and the prefactor becomes \(2(\sqrt{\omega\Omega}/\pi)\sqrt{2\pi/S}=2\sqrt{a/\pi}\). Thus

\[
n(x)=2\sqrt{\frac a\pi}\,e^{-ax^2}.
\]

### (b) Kohn-Sham system

Both particles occupy \(\varphi_0=\sqrt{n/2}=(a/\pi)^{1/4}e^{-ax^2/2}\), for which \(\varphi_0''=(a^2x^2-a)\varphi_0\). Solving \(-\tfrac12\varphi_0''+v_s\varphi_0=\varepsilon_0\varphi_0\) for the potential gives

\[
v_s(x)=\varepsilon_0+\frac{\varphi_0''}{2\varphi_0}=\frac{a^2x^2}{2}+\text{const}.
\]

The KS potential is harmonic with frequency

\[
\omega_s=a=\frac{2\omega\Omega}{\omega+\Omega}.
\]

The operator \(x\) connects \(\varphi_0\) to \(\varphi_1\) alone, so the KS dipole excitation is \(\omega_s\). It is the harmonic mean of \(\omega\) and \(\Omega\), and so lies between them. Repulsion (\(\Omega<\omega\)) broadens the density, and a softer KS trap is needed to reproduce it.

### (c) True dipole excitation

The dipole operator is \(D=x_1+x_2=\sqrt2R\). It raises the centre-of-mass oscillator by one quantum and does nothing to the relative motion. The one state reached, \(\Psi_1=\sqrt{2\omega}\,R\,\Psi_0\), has excitation energy \(\omega\). Because \(\langle\Psi_1|R|\Psi_0\rangle=1/\sqrt{2\omega}\),

\[
D_{10}=\frac{\sqrt2}{\sqrt{2\omega}}=\frac1{\sqrt\omega},\qquad
2\omega|D_{10}|^2=2 .
\]

The oscillator strength is 2, one per particle. The true excitation is the trap frequency for every allowed \(\lambda\), whereas the KS value depends on \(\lambda\). The kernel must supply the difference.

### (d) Kernel element

**Response of the interacting system.** Apply \(\delta v=\eta x\), that is, the perturbation \(\eta D\cos\nu t\). To first order in \(\eta\) the state, apart from its ground-state phase, is \(\Psi_0+c(t)\Psi_1\), with

\[
i\dot c=\omega c+\eta D_{10}\cos\nu t .
\]

After a slow switch-on only the driven solution remains; a sudden switch-on would add a free term proportional to \(e^{-i\omega t}\), fixed by \(c(0)=0\), and replace \(\cos\nu t\) in the density change by \(\cos\nu t-\cos\omega t\). For the driven solution, insert \(c=A\cos\nu t+iB\sin\nu t\). The sine terms give \(B=-\nu A/\omega\), and the cosine terms give \(-\nu B=\omega A+\eta D_{10}\). Together,

\[
A=\frac{\omega}{\nu^2-\omega^2}\,\eta D_{10}.
\]

The density change contains \(2\,{\rm Re}\,c=2A\cos\nu t\), multiplied by the transition density \(n_{01}(x)=2\int\Psi_0\Psi_1\,dy\). To evaluate the latter, use \(\partial_R\Psi_0=-\omega R\Psi_0\):

\[
\Psi_0\Psi_1=\sqrt{2\omega}\,R\,\Psi_0^2=-\frac{1}{\sqrt{2\omega}}\,\partial_R\Psi_0^2,\qquad
\partial_R=\frac{\partial_x+\partial_y}{\sqrt2}.
\]

The \(\partial_y\) term integrates to zero, which leaves \(n_{01}=-n'/(2\sqrt\omega)\). Therefore

\[
\delta n=2A\,n_{01}
=\frac{2\omega\eta}{\nu^2-\omega^2}\,\frac1{\sqrt\omega}\left(-\frac{n'}{2\sqrt\omega}\right)
=\eta\,\frac{n'}{\omega^2-\nu^2}.
\]

A density change proportional to \(n'\) is a rigid displacement: the cloud swings without changing shape.

**Response of the KS system.** This is the same problem with no interaction, trap frequency \(\omega_s\) and the same density. The derivation applies with \(\omega\to\omega_s\):

\[
\chi(\nu)[x]=\frac{n'}{\omega^2-\nu^2},\qquad
\chi_s(\nu)[x]=\frac{n'}{\omega_s^2-\nu^2}.
\]

**Kernel.** Inverting both relations and subtracting,

\[
f_{\rm Hxc}[n']=(\omega_s^2-\nu^2)x-(\omega^2-\nu^2)x=(\omega_s^2-\omega^2)\,x+\text{const}.
\]

The driving frequency cancels. At a frequency where an inverse fails to exist, the limiting value is taken.

It remains to convert \(n'\) into a product of orbitals. From \(n=2\varphi_0^2\) and \(\varphi_1=\sqrt{2\omega_s}\,x\varphi_0\),

\[
n'=4\varphi_0\varphi_0'=-4\omega_s x\varphi_0^2=-\sqrt{8\omega_s}\,\varphi_0\varphi_1 .
\]

Hence, for any \(k\ge1\),

\[
\langle\varphi_0\varphi_k|f_{\rm Hxc}|\varphi_0\varphi_1\rangle
=\frac{\omega^2-\omega_s^2}{\sqrt{8\omega_s}}\,\langle\varphi_k|x|\varphi_0\rangle .
\]

The last factor is \(1/\sqrt{2\omega_s}\) for \(k=1\) and zero for \(k>1\). So

\[
K=\frac{\omega^2-\omega_s^2}{4\omega_s},
\]

independent of \(\nu\), and no other transition couples to \(0\to1\).

**Restoring the trap frequency.** A free oscillation \(\delta n=q\,\varphi_0\varphi_1\) sustains itself without an external field: \(\delta n=\chi_s f_{\rm Hxc}[\delta n]\). The induced potential has the matrix element \(qK\) between \(\varphi_0\) and \(\varphi_1\), and none to higher orbitals. By the calculation of \(A\) above, each particle responds with the factor \(2\omega_s/(\nu^2-\omega_s^2)\), and there are two particles:

\[
q=\frac{4\omega_s}{\nu^2-\omega_s^2}\,Kq
\quad\Longrightarrow\quad
\nu^2=\omega_s^2+4\omega_sK=\omega^2 .
\]

This one-transition equation is exact here because the couplings to the other transitions vanish. The factor 4 is two for the particles (the two spins) times two for the resonant and antiresonant parts in

\[
\frac{2\omega_s}{\nu^2-\omega_s^2}=\frac1{\nu-\omega_s}-\frac1{\nu+\omega_s}.
\]

Dropping the antiresonant part, the Tamm-Dancoff approximation, gives \(\nu=\omega_s+2K\), which differs from \(\omega\) whenever \(K\neq0\).

**Hartree and xc parts.** The Hartree kernel is the interaction itself, \(f_{\rm H}=\tfrac\lambda2(x-x')^2\). Between transition densities of zero integral, only the cross term \(-\lambda xx'\) survives:

\[
K_{\rm H}=-\lambda\,\langle\varphi_0|x|\varphi_1\rangle^2=-\frac{\lambda}{2\omega_s},\qquad
K_{\rm xc}=K-K_{\rm H}=\frac{\omega^2+2\lambda-\omega_s^2}{4\omega_s}=\frac{\Omega^2-\omega_s^2}{4\omega_s}.
\]

The xc part has a direct meaning. The Hartree potential is \(\int\tfrac\lambda2(x-x')^2n(x')\,dx'=\lambda x^2+\text{const}\), so subtracting trap and Hartree potentials from \(v_s\) leaves \(v_{\rm xc}=\tfrac12(\omega_s^2-\Omega^2)x^2+\text{const}\). Since \(\int x'n'(x')\,dx'=-2\), the Hartree kernel gives \(f_{\rm H}[n']=2\lambda x\), and therefore

\[
f_{\rm xc}[n']=(\omega_s^2-\omega^2-2\lambda)x=(\omega_s^2-\Omega^2)x=v_{\rm xc}'(x),
\]

up to a constant. When the density is displaced rigidly, the xc potential moves with it.

**Limits.** For \(|\lambda|\ll\omega^2\), \(\Omega\approx\omega+\lambda/\omega\) and \(\omega_s\approx\omega+\lambda/(2\omega)\), so

\[
K=\frac{(\omega-\omega_s)(\omega+\omega_s)}{4\omega_s}\approx-\frac{\lambda}{4\omega},
\]

half the Hartree element at this order. As \(\lambda\to-\omega^2/2\), \(\Omega\) and \(\omega_s\) go to zero and \(K\) diverges, while the true excitation stays at \(\omega\).

**Where the result stops.** The argument fixes the action of the singlet kernel on \(n'\) and nothing more; other elements may depend on frequency. For a different interaction \(w(x_1-x_2)\) in the same trap, the centre of mass still separates and the dipole excitation is still \(\omega\), but the KS potential is in general not harmonic and the one-transition equation no longer follows. In an anharmonic trap the centre of mass itself does not separate in general.

### (e) Numbers

The relative frequency is \(\Omega=\sqrt{0.25-0.16}=0.3\) hartree, and

\[
\omega_s=\frac{2(0.5)(0.3)}{0.5+0.3}=0.375\ \text{hartree}.
\]

The density has exponent \(a=0.375\) bohr⁻² and rms width \(1/\sqrt{2a}=1.155\) bohr. The KS dipole excitation is 0.375 hartree (10.20 eV) and the true one 0.5 hartree (13.61 eV), so the KS value is 25% below the true one. The kernel element and its parts are

\[
K=\frac{0.25-0.140625}{4(0.375)}=0.0729,\qquad
K_{\rm H}=\frac{0.08}{2(0.375)}=0.1067,
\]
\[
K_{\rm xc}=\frac{0.09-0.140625}{4(0.375)}=-0.0338,
\]

all in hartree; \(K\) is 1.98 eV. The trap frequency returns:

\[
\sqrt{0.140625+4(0.375)(0.072917)}=\sqrt{0.25}=0.5\ \text{hartree}.
\]

The Tamm-Dancoff form gives \(0.375+2(0.0729)=0.521\) hartree, 4% above the true value although \(K\) is exact.

The numerical check diagonalizes the two-particle Hamiltonian on a grid, inverts the interacting response in the space of the KS transitions \(0\to1\), \(0\to3\) and \(0\to5\), and subtracts the result from the inverse KS response, which is diagonal in that space. It finds \(K=0.072917\) hartree at driving frequencies 0, 0.23 and 0.77 hartree.

## Variation 1: attraction

*Repeat the calculation for \(\lambda=+0.12\) hartree/bohr² in the same trap.*

Now \(\Omega=\sqrt{0.25+0.24}=0.7\) hartree and \(\omega_s=2(0.5)(0.7)/1.2=0.5833\) hartree. Attraction narrows the density, the KS trap is stiffer than the real one, and the kernel must lower the excitation:

\[
K=\frac{0.25-0.3403}{4(0.5833)}=-0.0387\ \text{hartree}.
\]

The parts are \(K_{\rm H}=-0.1029\) and \(K_{\rm xc}=+0.0642\) hartree. All three signs are reversed relative to the repulsive case, because \(\omega_s\) lies between \(\omega\) and \(\Omega\), whose order has changed.

## Variation 2: approximate kernels

*Replace \(f_{\rm Hxc}\) by \(s f_{\rm H}\), with \(s=1\) (Hartree) or \(s=\tfrac12\) (Hartree plus exchange). Find the dipole excitation, first with the exact KS orbitals, then with orbitals from the matching self-consistent potential.*

The value \(s=\tfrac12\) arises because exchange acts between equal spins. For two particles in one orbital, each spin density is \(n/2\), and the exchange energy is minus half the Hartree energy. The same factor carries over to potential and kernel.

*Exact KS orbitals.* The element is \(sK_{\rm H}=-s\lambda/(2\omega_s)\), so \(\nu^2=\omega_s^2-2s\lambda\). In the repulsive example,

\[
s=1:\ \sqrt{0.140625+0.16}=0.548,\qquad
s=\tfrac12:\ \sqrt{0.140625+0.08}=0.470
\]

in hartree. The first is 10% too high and the second 6% too low, relative to 0.5 hartree.

*Self-consistent orbitals.* For a density centred in the trap, the mean field is \(s\lambda x^2+\text{const}\), so the orbital frequency \(\omega_m\) obeys \(\omega_m^2=\omega^2+2s\lambda\), assumed positive. The kernel acting on \(\varphi_0\varphi_1\) is again linear in \(x\), so one transition suffices, with element \(-s\lambda/(2\omega_m)\):

\[
\nu^2=\omega_m^2+4\omega_m\left(-\frac{s\lambda}{2\omega_m}\right)=\omega^2+2s\lambda-2s\lambda=\omega^2 .
\]

In the example the orbital gaps are 0.300 hartree (Hartree) and 0.412 hartree (Hartree plus exchange), and both theories return 0.5 hartree. The correct dipole excitation therefore does not show that a density or a kernel is accurate. In these two theories it follows from two facts together: the kernel is the derivative of the same mean field that determines the orbitals, and the interaction depends only on \(x-x'\). The second fact ties the cross term \(-s\lambda xx'\) to the curvature of the mean field; a cross term \(-\mu xx'\) with \(\mu\neq s\lambda\) would give \(\nu^2=\omega^2+2s\lambda-2\mu\). For \(\lambda\neq0\) the correct excitation is lost when the kernel \(sf_{\rm H}\), with \(s=1\) or \(\tfrac12\), is combined with the exact KS orbitals.

## Table of computed values

```
REPULSIVE EXAMPLE
trap frequency omega             = 0.5000 hartree
interaction constant lambda      = -0.0800 hartree/bohr^2
relative frequency Omega         = 0.3000 hartree
density exponent a               = 0.375000 bohr^-2
density at centre (grid)         = 0.690988 bohr^-1
rms width of density (grid)      = 1.154701 bohr
KS dipole excitation (grid)      = 0.375000 hartree
KS dipole excitation (grid)      = 10.2043 eV
true dipole excitation (grid)    = 0.500000 hartree
true dipole excitation (grid)    = 13.6057 eV
its oscillator strength (grid)   = 2.000000 (no unit)
K from formula                   = 0.072917 hartree
K (grid), drive 0.00 hartree     = 0.072917 hartree
K (grid), drive 0.23 hartree     = 0.072917 hartree
K (grid), drive 0.77 hartree     = 0.072917 hartree
K in eV                          = 1.9842 eV
Hartree part K_H (grid)          = 0.106667 hartree
xc part K_xc (grid)              = -0.033750 hartree
Excitation from exact KS orbitals with:
  full K                         = 0.500000 hartree
  Hartree kernel only            = 0.548293 hartree
  Hartree + exchange kernel      = 0.469707 hartree
  full K, Tamm-Dancoff           = 0.520833 hartree
Self-consistent theories (orbital gap, then excitation):
  Hartree            : 0.300000, 0.500000 hartree
  Hartree + exchange : 0.412311, 0.500000 hartree
ATTRACTIVE EXAMPLE
interaction constant lambda      = 0.1200 hartree/bohr^2
relative frequency Omega         = 0.7000 hartree
KS dipole excitation (grid)      = 0.583333 hartree
true dipole excitation (grid)    = 0.500000 hartree
K (grid)                         = -0.038690 hartree
Hartree part K_H (grid)          = -0.102857 hartree
xc part K_xc (grid)              = 0.064167 hartree
WEAK COUPLING
lambda                           = 0.0010 hartree/bohr^2
K / (-lambda/(4 omega))          = 0.9950 (no unit)
```
